**First-star stacking energy of bilayer graphene: the saddle-to-AA ratio**

The program tests that, for rigid sliding with only the first star of Fourier harmonics, the AB-to-BA saddle energy is 1/9 of the AA energy, both relative to AB. Here `W` is the stacking energy per cell relative to AB, `V1`, `V2` and `V3` are the coefficients of the first three stars, and `b` is the length of the shortest reciprocal vectors. It asserts the phasor and product forms of the energy at random displacements, the curvatures by finite differences, and the lowest pass by a search over paths on a periodic grid. A direct atom-pair sum supplies an untruncated energy: its first-star part gives 1/9, while its full ratio is 0.1088, in agreement with the three-star formula. Making the sublattices of one layer unequal gives complex coefficients and destroys the result, as asserted. Relaxing the layer spacing in a simple spring model raises the ratio to 0.148, yet the first-star part of the relaxed surface still gives 1/9. For a 5 nm square flake the output shows a rigid sliding barrier of 1.91 eV, which is 17 kT at 1300 K and 74 kT at 300 K. The elastic wall width of 10.9 nm, asserted against a numerical solution of the wall equation, exceeds the flake's side.

## Numerical verification

```python
"""
Result under test: for rigid sliding of two equal graphene layers, with the
stacking energy cut to its first star of Fourier harmonics,
    (E_saddle - E_AB) / (E_AA - E_AB) = 1/9.
Symbols: u = displacement from AA stacking; a = lattice constant;
b1, b2, b3 = shortest reciprocal vectors (sum zero), b = their length;
V1, V2, V3 = Fourier coefficients of the first, second and third star;
W = stacking energy per cell relative to AB.
A direct atom-by-atom sum of a model repulsion exp(-r/range) supplies a full
stacking energy that knows nothing of the truncation.
"""
import heapq
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp
from scipy.optimize import minimize_scalar
from scipy.special import lambertw

# ---- inputs (rough typical values for bilayer graphene) ----
a = 0.246                # nm
spacing = 0.335          # nm
E_AA = 36.0              # meV per cell, relative to AB, fixed spacing
c33 = 36.0               # GPa, out-of-plane stiffness
shear = 900.0            # eV/nm^2, in-plane shear stiffness of one layer
pair_range = 0.05        # nm, range of the model repulsion
side = 5.0               # nm, side of the square flake
T_growth, T_room = 1300.0, 300.0   # K

a1 = a * np.array([1.0, 0.0])
a2 = a * np.array([0.5, np.sqrt(3) / 2])
recip = 2 * np.pi * np.linalg.inv(np.array([a1, a2])).T
b_star = np.array([recip[0], recip[1], -recip[0] - recip[1]])
b = np.linalg.norm(b_star[0])
assert np.allclose(np.linalg.norm(b_star, axis=1), 4 * np.pi / (np.sqrt(3) * a))
cell_area = abs(a1[0] * a2[1] - a1[1] * a2[0])
AA, AB, BA = 0 * a1, (a1 + a2) / 3, 2 * (a1 + a2) / 3
SADDLE = (a1 + a2) / 2
bond = np.linalg.norm(BA - AB)

# ---- first-star energy, scaled so that AA lies E_AA above AB ----
def cosine_sum(u):
    return np.sum(np.cos(b_star @ u))

V1 = E_AA / (2 * (cosine_sum(AA) - cosine_sum(AB)))

def W(u):
    return 2 * V1 * (cosine_sum(u) - cosine_sum(AB))

E_saddle = W(SADDLE)
assert abs(E_saddle / E_AA - 1 / 9) < 1e-12
assert abs(W(BA)) < 1e-10

# phasor form and product form of the cosine sum, at random displacements
rng = np.random.default_rng(1)
for u in rng.uniform(-1, 1, (200, 2)):
    t = b_star @ u
    phasor = abs(1 + np.exp(1j * t[0]) + np.exp(-1j * t[1])) ** 2
    assert abs(W(u) - V1 * phasor) < 1e-9
    assert abs(1 + cosine_sum(u) - 4 * np.prod(np.cos(t / 2))) < 1e-10

# ---- curvatures by finite differences ----
def curvature(u, direction, h=1e-4):
    return (W(u + h * direction) - 2 * W(u) + W(u - h * direction)) / h**2

along = (BA - AB) / bond
across = np.array([-along[1], along[0]])
curv_along, curv_across = curvature(SADDLE, along), curvature(SADDLE, across)
curv_AB = curvature(AB, along)
assert abs(curv_along / (-V1 * b**2) - 1) < 1e-4
assert abs(curv_across / (3 * V1 * b**2) - 1) < 1e-4
assert abs(curv_AB / (1.5 * V1 * b**2) - 1) < 1e-4
assert abs(curvature(AB, across) / curv_AB - 1) < 1e-4

# ---- lowest pass from AB to BA: search over all paths on a periodic grid ----
n_path = 60
grid_W = np.array([[W((i * a1 + j * a2) / n_path) for j in range(n_path)]
                   for i in range(n_path)])
start, goal = (n_path // 3,) * 2, (2 * n_path // 3,) * 2
moves = [(1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1)]
queue, visited, lowest_pass = [(grid_W[start], start)], set(), None
while queue:
    highest, node = heapq.heappop(queue)
    if node in visited:
        continue
    visited.add(node)
    if node == goal:
        lowest_pass = highest
        break
    for di, dj in moves:
        nxt = ((node[0] + di) % n_path, (node[1] + dj) % n_path)
        if nxt not in visited:
            heapq.heappush(queue, (max(highest, grid_W[nxt]), nxt))
assert abs(lowest_pass - E_saddle) < 1e-9

# profile of the straight path
for f in np.linspace(0, 1, 41):
    phi = 2 * np.pi / 3 * (1 + f)
    w_line = W(AB + f * (BA - AB))
    assert abs(w_line - V1 * (1 + 2 * np.cos(phi)) ** 2) < 1e-9
    assert w_line <= E_saddle + 1e-9

# average over all registries: the cost of rotating far out of registry
E_rotated = grid_W.mean()
assert abs(E_rotated - 3 * V1) < 1e-9

# ---- full stacking energy from a direct sum over atom pairs ----
m = np.arange(-11, 12)
cells = (m[:, None, None] * a1 + m[None, :, None] * a2).reshape(-1, 2)
sites = [AB, BA]         # the two atoms, hexagon centre at the origin

def pair_sum(u, d, top_weights=(1.0, 1.0)):
    total = 0.0
    for low in sites:
        for high, weight in zip(sites, top_weights):
            lateral = cells + high + u - low
            r = np.sqrt(np.sum(lateral**2, axis=1) + d**2)
            total += weight * np.sum(np.exp(-r / pair_range))
    return total

n = 12                   # grid holding AA, AB and the saddle exactly

def coefficients(d, top_weights=(1.0, 1.0)):
    values = np.array([[pair_sum((i * a1 + j * a2) / n, d, top_weights)
                        for j in range(n)] for i in range(n)])
    return values, np.fft.fft2(values) / n**2

star1 = [(1, 0), (0, 1), (-1, -1)]
star2 = [(1, -1), (1, 2), (-2, -1)]
star3 = [(2, 0), (0, 2), (-2, -2)]

def energy_ratio(values):
    bottom = values[n // 3, n // 3]
    return (values[n // 2, n // 2] - bottom) / (values[0, 0] - bottom)

def first_star_only(coef):
    kept = np.zeros_like(coef)
    for p, q in star1:
        kept[p, q], kept[-p, -q] = coef[p, q], coef[-p, -q]
    return np.real(np.fft.ifft2(kept)) * n**2

full, coef = coefficients(spacing)
c1 = np.array([coef[g] for g in star1])
assert np.max(abs(c1 - c1[0].real)) < 1e-8 * abs(c1[0]) and c1[0].real > 0
assert abs(energy_ratio(first_star_only(coef)) - 1 / 9) < 1e-8

# unequal sublattices in one layer only: complex coefficients, result lost
_, coef_uneq = coefficients(spacing, (1.0, 0.6))
assert abs(coef_uneq[1, 0].imag) > 0.1 * abs(coef_uneq[1, 0])
assert abs(energy_ratio(first_star_only(coef_uneq)) - 1 / 9) > 0.01

# effect of the second and third stars
v1, v2, v3 = (np.mean([coef[g].real for g in s]) for s in (star1, star2, star3))
ratio_full = energy_ratio(full)
ratio_three_stars = (v1 - 8 * v2 + 9 * v3) / (9 * v1 + 9 * v3)
assert abs(ratio_full - ratio_three_stars) < 1e-5
_, coef_close = coefficients(0.25)
v2_v1_close = coef_close[1, -1].real / coef_close[1, 0].real
assert v2_v1_close > v2 / v1

# ---- relaxation of the layer spacing ----
def corrugation(d):
    return pair_sum(AA, d) - pair_sum(AB, d)

h = 1e-4
decay = -2 * h / np.log(corrugation(spacing + h) / corrugation(spacing - h))
eV = const.e
k_cell = c33 * cell_area / spacing * 1e-18 / eV * 1e3   # meV/nm^2 per cell

def opening(w):
    return decay * np.real(lambertw(np.maximum(w, 0) / (k_cell * decay**2)))

def relaxed(w):
    return 0.5 * k_cell * opening(w) ** 2 + k_cell * decay * opening(w)

for w in (E_saddle, E_AA):
    found = minimize_scalar(
        lambda x: 0.5 * k_cell * x**2 + w * np.exp(-x / decay),
        bounds=(0, 0.1), method="bounded", options={"xatol": 1e-10})
    assert abs(found.fun - relaxed(w)) < 1e-6
    assert abs(found.x - opening(w)) < 1e-5
ratio_relaxed = relaxed(E_saddle) / relaxed(E_AA)
assert ratio_relaxed > 1 / 9
step = n_path // n
relaxed_grid = relaxed(grid_W[::step, ::step])
assert abs(energy_ratio(relaxed_grid) - ratio_relaxed) < 1e-9
ratio_relaxed_star = energy_ratio(first_star_only(np.fft.fft2(relaxed_grid) / n**2))
assert abs(ratio_relaxed_star - 1 / 9) < 1e-8

# ---- elastic wall between AB and BA, flake deforming on a rigid layer ----
w_area = E_saddle * 1e-3 / cell_area                    # eV/nm^2
wall_width = bond * np.sqrt(shear / (2 * w_area))

def wall_equation(x, y):
    phi = 2 * np.pi / 3 * (1 + y[0] / bond)
    force = -4 * w_area * (1 + 2 * np.cos(phi)) * np.sin(phi)
    return np.array([y[1], force * 2 * np.pi / (3 * bond) / shear])

x = np.linspace(0, 30, 301)
guess = np.array([bond / 2 * (1 + np.tanh(x / 5)),
                  bond / 10 / np.cosh(x / 5) ** 2])
wall = solve_bvp(wall_equation,
                 lambda left, right: np.array([left[0] - bond / 2, right[0] - bond]),
                 x, guess, tol=1e-6, max_nodes=20000)
assert wall.success
assert abs(bond / wall.sol(0.0)[1] / wall_width - 1) < 1e-3

# ---- flake ----
n_cells = side**2 / cell_area
barrier = n_cells * E_saddle * 1e-3                     # eV
barrier_relaxed = n_cells * relaxed(E_saddle) * 1e-3
kT_growth, kT_room = (const.k * T / eV for T in (T_growth, T_room))
edge_share = 4 * a / side
assert side < wall_width

print(f"lattice constant a = {a:.3f} nm")
print(f"layer spacing = {spacing:.3f} nm")
print(f"AA energy, fixed spacing = {E_AA:.1f} meV per cell")
print(f"out-of-plane stiffness = {c33:.1f} GPa")
print(f"in-plane shear stiffness = {shear:.0f} eV/nm^2")
print(f"range of model repulsion = {pair_range:.3f} nm")
print(f"flake side = {side:.1f} nm")
print(f"growth temperature = {T_growth:.0f} K")
print(f"room temperature = {T_room:.0f} K")
print(f"cell area = {cell_area:.5f} nm^2")
print(f"AB to BA distance = {bond:.4f} nm")
print(f"reciprocal vector length b = {b:.3f} 1/nm")
print(f"first-star coefficient V1 = {V1:.4f} meV per cell")
print(f"saddle energy = {E_saddle:.4f} meV per cell")
print(f"saddle/AA ratio, first star = {E_saddle / E_AA:.6f}")
print(f"lowest pass found by search = {lowest_pass:.4f} meV per cell")
print(f"curvature at AB = {curv_AB:.0f} meV/nm^2 per cell")
print(f"saddle curvature along path = {curv_along:.0f} meV/nm^2 per cell")
print(f"saddle curvature across path = {curv_across:.0f} meV/nm^2 per cell")
print(f"mean over registries = {E_rotated:.4f} meV per cell")
print(f"pair sum: V2/V1 = {v2 / v1:.3e}")
print(f"pair sum: V3/V1 = {v3 / v1:.3e}")
print(f"pair sum: V2/V1 at 0.25 nm spacing = {v2_v1_close:.3e}")
print(f"pair sum: full saddle/AA ratio = {ratio_full:.5f}")
print(f"three-star formula for ratio = {ratio_three_stars:.5f}")
print(f"corrugation decay length = {decay:.4f} nm")
print(f"spacing spring constant = {k_cell:.0f} meV/nm^2 per cell")
print(f"spacing increase at saddle = {opening(E_saddle):.4f} nm")
print(f"spacing increase at AA = {opening(E_AA):.4f} nm")
print(f"relaxed saddle energy = {relaxed(E_saddle):.3f} meV per cell")
print(f"relaxed AA energy = {relaxed(E_AA):.3f} meV per cell")
print(f"relaxed saddle/AA ratio = {ratio_relaxed:.4f}")
print(f"first-star part of relaxed surface, ratio = {ratio_relaxed_star:.6f}")
print(f"saddle energy per area = {w_area:.4f} eV/nm^2")
print(f"elastic wall width = {wall_width:.2f} nm")
print(f"cells in flake = {n_cells:.0f}")
print(f"flake sliding barrier = {barrier:.3f} eV")
print(f"flake sliding barrier = {barrier * eV:.3e} J")
print(f"flake barrier, relaxed spacing = {barrier_relaxed:.3f} eV")
print(f"flake cost of full rotation = {n_cells * E_rotated * 1e-3:.3f} eV")
print(f"kT at growth = {kT_growth:.4f} eV")
print(f"kT at room temperature = {kT_room:.4f} eV")
print(f"barrier/kT at growth = {barrier / kT_growth:.1f}")
print(f"barrier/kT at room temperature = {barrier / kT_room:.1f}")
print(f"share of cells at flake edge = {100 * edge_share:.0f} percent")
print("all assertions hold")
```

Output:

```
lattice constant a = 0.246 nm
layer spacing = 0.335 nm
AA energy, fixed spacing = 36.0 meV per cell
out-of-plane stiffness = 36.0 GPa
in-plane shear stiffness = 900 eV/nm^2
range of model repulsion = 0.050 nm
flake side = 5.0 nm
growth temperature = 1300 K
room temperature = 300 K
cell area = 0.05241 nm^2
AB to BA distance = 0.1420 nm
reciprocal vector length b = 29.493 1/nm
first-star coefficient V1 = 4.0000 meV per cell
saddle energy = 4.0000 meV per cell
saddle/AA ratio, first star = 0.111111
lowest pass found by search = 4.0000 meV per cell
curvature at AB = 5219 meV/nm^2 per cell
saddle curvature along path = -3479 meV/nm^2 per cell
saddle curvature across path = 10438 meV/nm^2 per cell
mean over registries = 12.0000 meV per cell
pair sum: V2/V1 = 2.621e-03
pair sum: V3/V1 = 4.200e-05
pair sum: V2/V1 at 0.25 nm spacing = 1.332e-02
pair sum: full saddle/AA ratio = 0.10882
three-star formula for ratio = 0.10882
corrugation decay length = 0.0304 nm
spacing spring constant = 35152 meV/nm^2 per cell
spacing increase at saddle = 0.0034 nm
spacing increase at AA = 0.0184 nm
relaxed saddle energy = 3.780 meV per cell
relaxed AA energy = 25.609 meV per cell
relaxed saddle/AA ratio = 0.1476
first-star part of relaxed surface, ratio = 0.111111
saddle energy per area = 0.0763 eV/nm^2
elastic wall width = 10.91 nm
cells in flake = 477
flake sliding barrier = 1.908 eV
flake sliding barrier = 3.057e-19 J
flake barrier, relaxed spacing = 1.803 eV
flake cost of full rotation = 5.724 eV
kT at growth = 0.1120 eV
kT at room temperature = 0.0259 eV
barrier/kT at growth = 17.0
barrier/kT at room temperature = 73.8
share of cells at flake edge = 20 percent
all assertions hold
```
